Setting the Substrate Bond in Kinetic Monte Carlo of Dewetting

**Two atoms on a substrate**

Take two film atoms on a substrate of equal square sites. A bond between film atoms has energy J, and a bond between a film atom and the substrate has energy Js. Both are positive and are gained when the bond forms. If the atoms sit side by side, there are one film bond and two substrate bonds. If one sits on the other, there are one film bond and one substrate bond:

E_flat = −J − 2Js
E_stacked = −J − Js

Stacking costs Js. One flat arrangement is therefore more probable than one stacked arrangement by the factor exp(Js/kT), and weakening the substrate bond makes stacking less rare. This is dewetting in miniature.

Now let an atom hop at a rate set by the bonds it must break. The upper atom of the stack breaks J to step down. To climb back it breaks J + Js. The ratio of the rates is

k_down / k_up = exp(−J/kT) / exp[−(J + Js)/kT] = exp(Js/kT),

which is the equilibrium ratio. If the barrier used J for the substrate bond, the ratio would be exp(J/kT), and the simulation would sample a system other than the one whose energy was specified.

**The setting and where its value comes from**

The setting is Js, or the ratio s = Js/J. An electronic-structure program can supply it through total energies of slabs and interfaces. Let each film atom occupy a cube of edge a. Cleaving the bulk film crystal breaks one bond J per area a² and creates two surfaces, so the surface energy is

γ = J/(2a²).

Pulling the film off the substrate breaks one bond Js per a², so the work of adhesion is

W = Js/a².

Dividing the second equation by the first gives W/γ = 2Js/J, hence

s = W/(2γ).

From total energies, γ = (E_slab − n E_bulk)/(2A) for a slab of n atoms with two equal faces of area A, and W = (E_film + E_substrate − E_joined)/A. Both should use the same functional and film orientation, and E_film should be computed in the same lateral cell as E_joined. Otherwise the strain energy of the film enters W. For a 1 nm film strained by 2 percent, with a biaxial modulus of 180 GPa, that is about 0.07 J/m².

The ratio also fixes a nominal contact angle θ. Young's relation is γ cosθ = γ_s − γ_fs, where γ_s belongs to the bare substrate and γ_fs to the interface. Since W = γ + γ_s − γ_fs, it follows that γ cosθ = W − γ, and

cosθ = W/γ − 1 = 2s − 1.

The angle is nominal because Young's relation assumes a surface energy independent of orientation, which a crystal lacks.

**The energy of a film**

The film is described by column heights h_i on a periodic square lattice, without overhangs or buried voids. Let N be the number of atoms, C the number of covered columns and B the number of lateral bonds. A covered column has one substrate bond and h_i − 1 vertical film bonds. Summed over columns, the latter number N − C, so

E = −J(N − C) − Js C − J B = −JN + (J − Js)C − JB.

Each atom has four side faces. A lateral bond uses two of them, and the remaining F are exposed. Thus 4N = 2B + F, or B = 2N − F/2, and

E = −3JN + (J − Js)C + (J/2)F.

The first term is constant when atoms are conserved. Covering a site costs J − Js, and each exposed side face costs J/2. For s < 1 the film gains energy by uncovering substrate but pays for side faces. For s ≥ 1 covering costs nothing or gains energy, and this drive to dewet is absent.

**Hop rates and detailed balance**

The top atom of column i hops to the top of any of its four neighbours at the rate, per direction,

k = ν exp[−(E0 + b_i)/kT].

Here ν is an attempt rate, E0 a constant barrier, and b_i the energy of all bonds the atom breaks. Its vertical bond counts as Js if it sits on the substrate and as J otherwise.

Let h be the starting state, h′ the final state, and g the state with the moving atom removed. Then b_i = E(g) − E(h). For the reverse hop the same g appears, so b_j′ = E(g) − E(h′). Therefore

k(h→h′)/k(h′→h) = exp[−(b_i − b_j′)/kT] = exp{−[E(h′) − E(h)]/kT}.

This is detailed balance for the weight exp(−E/kT). E0 cancels, so changing it rescales the clock and nothing else. Each hop lowers one height by one and raises another by one, so N is conserved.

For 5 atoms on 3×3 columns there are 1287 states and 17820 moves. With kT = 0.0991 eV, J = 0.20 eV and s = 0.5, the logarithm of the rate ratio agreed with separately counted bond energies to 4×10⁻¹⁵ for every move. With J wrongly used for the substrate bond, the largest error was 1.009, equal to (J − Js)/kT = 0.10/0.0991.

**The algorithm and the length of a run**

The rate depends on the number of lateral bonds, 0 to 4, and on whether the atom sits on film or substrate. This gives ten classes. With n_c columns in class c and rate k_c per direction, the total rate is R = 4 Σ k_c n_c. One step is as follows.

1. Choose a class with probability 4k_c n_c/R, a column in it with probability 1/n_c, and a direction with probability 1/4. The product is k_c/R, as required for each hop.
2. Advance time by −ln(u)/R, with u uniform between 0 and 1.
3. Move the atom and reclassify the two columns and their neighbours. No other class can change, because a class depends on a column's height and those of its neighbours.

Averages must be weighted by the time spent in each state, not by the number of visits.

How many hops are needed? In equilibrium the mean hop rate from column i in one direction is

⟨k_i⟩ = (1/Z_N) Σ exp[−E(h)/kT] ν exp[−(E0 + b_i)/kT],

summed over states with h_i > 0, where Z_N is the partition sum for N atoms. Since E(h) + b_i = E(g), and each g with N − 1 atoms arises from one such h, the sum is Z_(N−1):

⟨k_i⟩ = ν exp(−E0/kT) Z_(N−1)/Z_N.

This does not depend on i. In a periodic cell symmetry alone requires that, but the argument says more. Average only over states with the island in one place. Removing or adding one atom leaves the island there, apart from rare borderline states, so the sum is again nearly the same for every column. The substrate outside the island therefore carries about as many hops per column as the island does, since atoms are rare there but quick. For a given simulated time, computing cost thus grows with the area of the cell, and a useful measure of run length is the number of hops per column and direction. Larger islands also need more hops per column, because their shapes relax more slowly.

In the 3×3 system, with ν = 10¹³ /s and E0 = 1.70 eV, both sides of this equation give 2325.35 /s. The 36 column-direction pairs should then produce 83713 events per second; the simulation gave 83673 ± 423. Its mean covered area was 4.699 ± 0.004, against 4.700 from enumeration.

**Why weaker substrate bonds thicken the film**

Hold J, T, N and the cell fixed. The probability of a state depends on Js through the factor exp(Js C/kT). For any quantity A that does not itself contain Js, differentiating the numerator of ⟨A⟩ gives ⟨AC⟩/kT, and differentiating the normalization gives −⟨A⟩⟨C⟩/kT:

d⟨A⟩/dJs = (⟨AC⟩ − ⟨A⟩⟨C⟩)/kT.

With A = C the right side is Var(C)/kT, which is not negative, so the covered area grows with Js. In the 3×3 system at s = 0.5, a finite difference and the variance both give 3.7598 /eV.

Define the mean thickness in layers as t = N⟨1/C⟩. With A = 1/C, so that AC = 1,

dt/dJs = N(1 − ⟨C⟩⟨1/C⟩)/kT ≤ 0,

because the Cauchy–Schwarz inequality gives ⟨C⟩⟨1/C⟩ ≥ 1. Weaker substrate bonds therefore thicken the equilibrium film at any temperature in this model. The enumerated thickness rises from 1.052 layers at s = 0.7 to 1.090 at 0.5 and 1.201 at 0.2. The theorem concerns equilibrium; a run still evolving has to be examined by itself.

**Island shape at low temperature**

Consider a box of base L×L and height H, in lattice units, with N = L²H. It has 4LH side faces. Without the constant −3JN its energy is

E_box = (J − Js)L² + 2JLH = (J − Js)L² + 2JN/L.

Setting the derivative with respect to L to zero gives 2(J − Js)L = 2JN/L² = 2JH, so

H/L = 1 − s, L = [N/(1 − s)]^(1/3), H = [N(1 − s)²]^(1/3).

The second derivative is positive for s < 1, so this is a minimum. At s = 0 the island is a cube; as s increases it becomes a broad pancake. The formula holds only while H is at least one layer, that is, for N(1 − s)² ≥ 1. Closer to s = 1 the best box is a single layer with L near √N. A search over integer boxes of equal volume, with sides up to 40, found 10×10×3, 10×10×5 and 10×10×8 for s = 0.7, 0.5 and 0.2, as the formula requires.

**How large the cell must be**

In a periodic cell of side Λ an island can instead join its own image and form a stripe of width w and height H_s, with wH_s = N/Λ. Its two sides expose 2H_sΛ faces, so

E_stripe = (J − Js)wΛ + JH_sΛ = (J − Js)wΛ + JN/w.

The minimum lies at (J − Js)Λ = JN/w². There the two terms are equal, so E_stripe = 2(J − Js)wΛ, with w² = N/[Λ(1 − s)] = L³/Λ. For the box, the condition 2JN/L = 2(J − Js)L² gives E_box = 3(J − Js)L². The box is lower if

3L² < 2wΛ = 2L^(3/2) Λ^(1/2), that is, Λ > (9/4)L.

This compares energies at zero temperature. It is a sensible minimum cell size for studying one isolated island, and it is most demanding for strong substrate bonds, where L is large.

**Continuous films need holes**

Cut a square hole of side l through a film of h0 layers and place the removed atoms at kinks of steps already present on the film, where each has energy −3J. The constant term is unchanged, l² sites are uncovered and 4lh0 side faces appear:

ΔE = 2Jh0 l − (J − Js)l².

The maximum is at l* = h0/(1 − s), where

ΔE* = 2Jh0²/(1 − s) − Jh0²/(1 − s) = Jh0²/(1 − s).

For two layers and s = 0.5 this gives l* = 4 cells and ΔE* = 0.20 × 4/0.5 = 1.6 eV, or 16 kT. A bond count of the film with the hole, with −3J assigned to each removed atom, gave the same values.

A perfectly flat film has no kinks. If the removed atoms must form a one-layer island on top, its side is l√h0 and its side faces add 2Jl√h0. The maximum then becomes J(h0 + √h0)²/(1 − s), or about 4.7 eV here. Both maxima count perfect square holes only. A hole that grows one column at a time, as compactly as possible, passes through shapes with extra side faces, and the maxima become 1.9 and 5.1 eV. These are energies, not free energies, so they do not by themselves give a waiting time. They do suggest why a continuous film may seem stable in a short run even where an island has lower energy. That requires a large enough cell: comparing 3(J − Js)L² with the film's (J − Js)Λ², where L³ = h0Λ²/(1 − s), gives Λ > 3√3 h0/(1 − s), or about 21 columns here. A stripe, with w² = h0Λ/(1−s), is lower than the film already for Λ > 4h0/(1−s), or 16 columns. A film with free edges can retract without first opening a hole, but its atoms must still start a new layer on top. For the 12×12 mesa used below, at s = 0.5, moving edge columns one by one into a compact island on top first raises the energy by up to 0.9 eV, or 1.0 eV counted atom by atom.

**A worked comparison**

A mesa of 12×12 columns and two layers, 288 atoms, was placed in an 18×18 cell at 1150 K. Three runs of 240000 hops differed in Js alone. Each column-direction pair received on average 240000/(4 × 324) = 185 hops. The atoms were recounted twelve times in each run, and their number stayed at 288.

Mean thickness in successive quarters of each run, in layers:

s = 0.7: 1.79, 1.98, 2.30, 2.53
s = 0.5: 2.27, 2.80, 3.04, 3.00
s = 0.2: 2.80, 3.73, 3.87, 4.44

Over the second half the averages are 2.4, 3.0 and 4.2 layers, or 0.65, 0.82 and 1.12 nm with a = 0.27 nm. In this set of runs the weakest bond gives 1.7 times the thickness of the strongest; another random seed can change this ratio noticeably. The runs have equal numbers of hops, not equal times: they lasted 0.159, 0.142 and 0.128 s, so the thickest film had the least time.

At s = 0.7 and 0.2 the thickness still rose between the last two quarters. One run cannot tell whether this is slow relaxation or a fluctuation, so these averages should not be taken as equilibrium values. At s = 0.5 the last two quarters agree, which is consistent with a settled state but does not prove one. There is one run per setting, so small differences should not be interpreted.

At s = 0.7 the first-quarter thickness lies below the initial two layers. The covered area had therefore grown at first, perhaps through roughened edges and detached atoms. The box heights are 2.96, 4.16 and 5.69 layers for s = 0.7, 0.5 and 0.2, and each exceeds the late average for the same s. Rounded edges and scattered atoms would act in this direction, but their shares were not separated.

The cell is also tight. For s = 0.7, L = (288/0.3)^(1/3) = 9.9, and an isolated box would need Λ > 22. For s = 0.5 the bound is 18.7, and for s = 0.2 it is 16. At 18 columns, the zero-temperature energy favours a stripe in the first case and a box in the third. In the second the formulas put the stripe lower by only 2 percent, and whole atoms reverse the order: apart from −3JN, a box of 8×9×4 costs (J/2)(72 + 136) = 104J, while a stripe of three layers with 96 atoms each costs (J/2)(96 + 114) = 105J. Neither shape is clearly preferred there. At s = 0.7 and 1150 K a stripe in this cell is about 1.9 layers thick and a compact island about 2.3. The late average of 2.4 layers and the ratio 1.7 therefore match a compact island, which need not be the equilibrium shape here. The order of the three thicknesses holds for either shape, but the comparison does not establish the shape of an isolated island at s = 0.7.

**Comparison with silicon on silica**

The parameters are rough values for ultrathin silicon on silica, where contact angles of roughly 70 to 90 degrees suggest s between 0.5 and 0.7. The initial film, 0.54 nm thick, is far thinner than, say, a film of 10 nm. J = 0.20 eV is a rough choice aimed at steps, which cost J/2 = 0.10 eV per edge a in this model, but it implies a surface energy of 0.22 J/m², against roughly 1.2 J/m² for silicon. Matching the latter needs J = 1.09 eV and lowers kT/J from 0.495 to 0.091. The hole energy at s = 0.5 then rises from 1.6 to 1.09 × 4/0.5 = 8.7 eV, while the low-temperature ratio H/L stays at 0.5. One bond energy need not represent both steps and surfaces, so J should be fitted to the property under study. The larger J suits energies and shapes but not times in this model. Releasing an atom from a kink costs E0 + 3J, which is 2.3 eV with the values used here. Keeping that sum at J = 1.09 eV would need E0 = −0.97 eV, and a lone atom on the substrate would then have a negative barrier.

Thickness also changes the time. In surface diffusion driven by capillarity, the chemical potential scales as 1/size, its gradient and the atomic flux as 1/size², and the surface velocity as 1/size³. The time to move a distance of order the size scales as size⁴. The run at s = 0.5 lasted 0.142 s, a length set by its number of hops. Most of its thickening took place in the first half, so this is a generous value for the time needed at that size. Going from 0.54 to 10 nm multiplies it by 1.2×10⁵, giving about 2×10⁴ s, or several hours. This assumes similar shapes, unchanged mobility and a scaling law that holds down to two layers. The law also requires rough surfaces. At kT/J = 0.495 this lattice model is below its roughening temperature, near kT/J = 0.62, so large islands have flat facets on which new layers must nucleate. The time can then grow faster than size⁴, and the estimate may be much too short. The rough barrier E0 adds to the uncertainty: a change of 0.2 eV alters the time by a factor exp(0.2/0.0991) = 7.5.

Three other omissions are small for these numbers. Sublimation, estimated with the hop attempt rate, removes about 10⁻⁸ layers during the s = 0.5 run. The entropy of the vapour can raise this several hundred times, which is still negligible here but could amount to a few tenths of a layer over the hours estimated for the 10 nm film. Thermal-mismatch strain stores 2×10⁻⁴ eV per atom, against a capillary energy 2J/L of 0.048 eV. Long-range dispersion forces contribute roughly 0.01 J/m² at this thickness, against a dewetting drive (J − Js)/a² of 0.22 J/m². For silicon between silica and vacuum they favour dewetting, because silicon is the most polarizable of the three. Reaction of silicon with the oxide, surface reconstruction and the true crystal structure are not estimated. An atom may also climb a side face of any height in one hop, which omits the travel time along tall faces. The equilibrium results do not depend on that shortcut, but the times do.

**Choosing the values**

- Obtain s from W/(2γ), and keep J, T, N and the cell fixed when testing the effect of adhesion.
- Use the same Js in the energy and in the hop barrier.
- For one isolated island, make the cell side larger than 9L/4, with further room for thermal spreading.
- Judge convergence by thickness in many successive time windows and from more than one starting shape. A trend over a few windows can be a fluctuation.
- Adjust E0 to set the time scale, but keep every barrier E0 + b_i positive; E0 leaves the equilibrium film unchanged.

The remaining values are in the numerical output below.

Values computed for the example and the checks

```
temperature 1150 K, kT = 0.0991 eV
J = 0.20 eV, E0 = 1.70 eV, kT/J = 0.495
attempt rate 1.0e+13 1/s, cell edge 0.27 nm
small system: 3x3 columns, 5 atoms, 1287 states, 17820 moves
detailed balance, largest log error: 4.4e-15
same with wrong substrate bond: 1.009
(J-Js)/kT at s = 0.5: 1.009
mean hop rate per column and direction: 2325.35 1/s
same from Z(N-1)/Z(N): 2325.35 1/s
d<C>/dJs by differences: 3.7598 1/eV
Var(C)/kT: 3.7598 1/eV
small system, s = 0.7: exact thickness 1.0521 layers
small system, s = 0.5: exact thickness 1.0897 layers
small system, s = 0.2: exact thickness 1.2007 layers
KMC covered columns: 4.699 +- 0.004, exact 4.700
KMC sum of h^2: 5.632 +- 0.010, exact 5.630
KMC event rate (1/s): 83672.856 +- 423.497, exact 83712.541
best box, s = 0.7: 10x10x3 of 34 boxes, h/L = 0.30
best box, s = 0.5: 10x10x5 of 13 boxes, h/L = 0.50
best box, s = 0.2: 10x10x8 of 33 boxes, h/L = 0.80
hole in 2-layer film, s = 0.5: critical side 4 cells
hole barrier 1.600 eV = 16.1 kT
mesa 12x12x2 = 288 atoms, cell 18x18, 240000 hops
s = 0.7: nominal contact angle 66 deg, time 0.159 s
  thickness by quarters (layers): 1.79 1.98 2.30 2.53
  late half: 2.42 layers = 0.65 nm, block spread 0.16
  covered 119.8 columns, highest column 5, box height 2.96
s = 0.5: nominal contact angle 90 deg, time 0.142 s
  thickness by quarters (layers): 2.27 2.80 3.04 3.00
  late half: 3.02 layers = 0.82 nm, block spread 0.10
  covered 95.6 columns, highest column 5, box height 4.16
s = 0.2: nominal contact angle 127 deg, time 0.128 s
  thickness by quarters (layers): 2.80 3.73 3.87 4.44
  late half: 4.16 layers = 1.12 nm, block spread 0.31
  covered 69.8 columns, highest column 6, box height 5.69
thickness ratio, s = 0.2 to s = 0.7: 1.72
surface energy: model 0.220, rough real 1.2 J/m^2
J fitted to surface energy: 1.09 eV, kT/J = 0.091
sublimation (4.6 eV): 9.9e-09 layers during s = 0.5 run
strain 3e-03, modulus 180 GPa: 2.0e-04 eV/atom
capillary energy 2J/L, s = 0.5: 0.048 eV/atom
long-range attraction (1e-19 J): 0.0091 J/m^2
dewetting drive (J-Js)/a^2: 0.220 J/m^2
time factor to 10 nm film: 1.2e+05, time 1.7e+04 s
```
